# Why high thermal conductivity helps when Peltier-cooling a hot body: a numerical check

```python
"""Active Peltier cooling of a body hotter than its surroundings.

Result under test: the largest heat flux a leg can take from the body is
    q = kappa_eff * dT / L,  kappa_eff = kappa + S^2 sigma T_h^2 / (2 dT),
reached at current density J = S sigma T_h / L.
S: Seebeck coefficient, sigma: electrical conductivity, kappa: thermal
conductivity at zero current, L: leg length, T_h: body temperature,
T_c: temperature of the surroundings, dT = T_h - T_c.
The solver integrates the transport equations themselves:
    q = S T J - kappa T',   q' = J (J/sigma + S T').
Inside the program all quantities are SI; j = J*L and Q = q*L are used,
with position s = x/L running from the body to the surroundings.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.optimize import minimize_scalar

Leg = namedtuple("Leg", "seebeck sigma kappa s_power sigma_power j_limit")
# Rough typical values; the powers describe drift with temperature.
metal = Leg(-30e-6, 1.2e7, 100.0, 1.0, -1.0, 3.0e5)
telluride = Leg(200e-6, 1.0e5, 1.5, 0.0, -1.5, 1.5e4)
legs = (metal, telluride)

T_HOT, T_COLD = 350.0, 300.0
DT = T_HOT - T_COLD
T_MEAN = 0.5 * (T_HOT + T_COLD)
LENGTH, WIDTH = 0.01, 0.005
CONTACT = 1e-10      # ohm m^2, specific contact resistance
SINK = 5e4           # W/(m^2 K), liquid-cooled plate
SIDE = 10.0          # W/(m^2 K), air at the side faces


def solve_leg(leg, j, t_body=T_HOT, t_amb=T_COLD,
              sink=np.inf, contact=0.0, drift=False):
    """Integrate the transport equations; rows are T and Q = q*L."""
    a = leg.s_power if drift else 0.0
    b = leg.sigma_power if drift else 0.0

    def rhs(s, y):
        temp, heat = y
        seebeck = leg.seebeck * (temp / T_MEAN) ** a
        sigma = leg.sigma * (temp / T_MEAN) ** b
        slope = (seebeck * temp * j - heat) / leg.kappa
        return np.vstack((slope, j * (j / sigma + seebeck * slope)))

    def ends(y0, y1):
        rejected = y1[1] + contact * j * j / LENGTH
        return np.array([y0[0] - t_body,
                         y1[0] - t_amb - rejected / (sink * LENGTH)])

    s = np.linspace(0, 1, 31)
    guess = np.vstack((t_body + (t_amb - t_body) * s,
                       np.full_like(s, leg.kappa * (t_body - t_amb))))
    result = solve_bvp(rhs, ends, s, guess, tol=1e-7)
    assert result.success
    return result


def removed(leg, j, contact=0.0, **options):
    """Heat taken from the body times L, net of heat made at its contact."""
    sol = solve_leg(leg, j, contact=contact, **options)
    return sol.y[1, 0] - contact * j * j / LENGTH


def best(leg, **options):
    """Search both current directions for the largest heat removal."""
    found = minimize_scalar(lambda j: -removed(leg, j, **options),
                            bounds=(-leg.j_limit, leg.j_limit),
                            method="bounded",
                            options={"xatol": 1e-5 * leg.j_limit})
    assert abs(found.x) < 0.98 * leg.j_limit
    return found.x, -found.fun


def close(x, y, rel):
    return abs(x - y) <= rel * max(abs(x), abs(y))


def show(label, values, unit, digits=4):
    text = "  ".join(f"{v:.{digits}g}" for v in values)
    print(f"{label}: {text} {unit}")


flux = 1e-4 / LENGTH   # converts Q in W/m to q in W/cm^2
rows = {}


def keep(name, value):
    rows.setdefault(name, []).append(value)


for leg in legs:
    pf = leg.seebeck ** 2 * leg.sigma
    j_opt, q_opt = best(leg)
    # Optimum found by search against the closed formulas.
    active = pf * T_HOT ** 2 / (2 * DT)
    assert close(j_opt, leg.seebeck * leg.sigma * T_HOT, 1e-3)
    assert close(q_opt / DT, leg.kappa + active, 1e-5)
    small = 5.0
    q_small = best(leg, t_amb=T_HOT - small)[1]
    assert close(q_small / small,
                 leg.kappa + pf * T_HOT ** 2 / (2 * small), 1e-5)

    # Half of the Joule heat returns to the body, whatever kappa is.
    for factor in (0.5, 1.0, 4.0):
        other = leg._replace(kappa=factor * leg.kappa)
        j = 0.7 * j_opt
        back = (leg.seebeck * T_HOT * j + other.kappa * DT
                - removed(other, j))
        assert close(back, j * j / (2 * leg.sigma), 1e-5)

    # Electrical power is the growth of the heat flux along the leg.
    sol = solve_leg(leg, j_opt)
    power = sol.y[1, -1] - sol.y[1, 0]
    assert close(power, pf * T_HOT * T_COLD, 1e-3)
    gain_ratio = (q_opt - removed(leg, 0.0)) / power
    assert close(gain_ratio, T_HOT / (2 * T_COLD), 1e-3)

    # Shorted leg: no power is supplied, yet heat removal is enhanced.
    short = solve_leg(leg, leg.seebeck * leg.sigma * DT)
    assert abs(short.y[1, -1] - short.y[1, 0]) < 1e-5 * short.y[1, 0]
    k_short = short.y[1, 0] / DT
    assert close(k_short, leg.kappa + pf * T_MEAN, 1e-5)

    # Interior hot spot appears only below the crossover difference.
    crossover = pf * T_HOT ** 2 / (2 * leg.kappa)
    profile = sol.sol(np.linspace(0, 1, 4001))[0]
    hot_spot = profile.max() - T_HOT
    expected = ((crossover - DT) ** 2 / (4 * crossover)
                if crossover > DT else 0.0)
    assert abs(hot_spot - expected) < 0.05

    # Opposite role of kappa for a hot body and for a refrigerated one.
    double = leg._replace(kappa=2 * leg.kappa)
    j_double, q_double = best(double)
    assert close(j_double, j_opt, 1e-3)
    assert close((q_double - q_opt) / leg.kappa, DT, 1e-4)
    cold = dict(t_body=300.0, t_amb=320.0)
    fridge, fridge_double = best(leg, **cold)[1], best(double, **cold)[1]
    assert close((fridge_double - fridge) / leg.kappa, -20.0, 1e-4)

    # Effects left out of the formula.
    q_contact = best(leg, contact=CONTACT)[1]
    loss = 1 + 2 * CONTACT * leg.sigma / LENGTH
    assert close(q_contact, leg.kappa * DT + active * DT / loss, 1e-5)
    q_sink = best(leg, sink=SINK)[1]
    passive_sink = removed(leg, 0.0, sink=SINK)
    assert passive_sink < q_sink < q_opt
    q_drift = best(leg, drift=True)[1]
    q_all = best(leg, sink=SINK, contact=CONTACT, drift=True)[1]
    side = SIDE * 4 * LENGTH / WIDTH * (profile.mean() - T_COLD)
    lorenz = np.pi ** 2 / 3 * (const.k / const.e) ** 2

    keep("S", leg.seebeck * 1e6)
    keep("sigma", leg.sigma / 100)
    keep("kappa", leg.kappa)
    keep("pf", pf * 1e4)
    keep("kel", lorenz * leg.sigma * T_MEAN)
    keep("J", j_opt / LENGTH * 1e-4)
    keep("I", j_opt / LENGTH * WIDTH ** 2)
    keep("passive", leg.kappa * DT * flux)
    keep("gain", (q_opt - leg.kappa * DT) * flux)
    keep("q", q_opt * flux)
    keep("active", q_opt / DT - leg.kappa)
    keep("keff", q_opt / DT)
    keep("keff5", q_small / small)
    keep("kshort", k_short)
    keep("power", power * flux)
    keep("volt", abs(power / j_opt) * 1e3)
    keep("ratio", gain_ratio)
    keep("reject", sol.y[1, -1] * flux)
    keep("cross", crossover)
    keep("spot", hot_spot)
    keep("double", q_double * flux)
    keep("fridge", fridge * flux)
    keep("fridge2", fridge_double * flux)
    keep("contact", q_contact * flux)
    keep("psink", passive_sink * flux)
    keep("sink", q_sink * flux)
    keep("drift", q_drift * flux)
    keep("all", q_all * flux)
    keep("side", side * 1e-4)

print("Two values per line: cobalt-like leg, bismuth-telluride-like leg")
show("Body and surroundings temperature (both legs)", (T_HOT, T_COLD), "K")
show("Leg length and width (both legs)", (LENGTH * 1e3, WIDTH * 1e3), "mm")
show("Seebeck coefficient", rows["S"], "uV/K")
show("Electrical conductivity", rows["sigma"], "S/cm", 6)
show("Thermal conductivity kappa", rows["kappa"], "W/(m K)")
show("Power factor S^2 sigma", rows["pf"], "uW/(cm K^2)")
show("Wiedemann-Franz electronic kappa at mean T", rows["kel"], "W/(m K)", 3)
show("Best current density", rows["J"], "A/cm^2")
show("Best current through one leg", rows["I"], "A")
show("Passive heat flux", rows["passive"], "W/cm^2")
show("Active gain in heat flux", rows["gain"], "W/cm^2")
show("Largest heat flux from body", rows["q"], "W/cm^2")
show("Active part of kappa_eff", rows["active"], "W/(m K)")
show("kappa_eff", rows["keff"], "W/(m K)")
show("kappa_eff at dT = 5 K, same body", rows["keff5"], "W/(m K)")
show("Effective kappa of shorted leg", rows["kshort"], "W/(m K)")
show("Electrical power at optimum", rows["power"], "W/cm^2")
show("Voltage across leg at optimum", rows["volt"], "mV")
show("Active gain per electrical power", rows["ratio"], "(no unit)")
show("Heat flux rejected to surroundings", rows["reject"], "W/cm^2")
show("Crossover temperature difference", rows["cross"], "K")
show("Interior hot spot above body", rows["spot"], "K", 3)
show("Largest heat flux, kappa doubled", rows["double"], "W/cm^2")
print("Refrigeration case: body 300 K, surroundings 320 K")
print("(negative flux: the body cannot be held cold)")
show("Refrigeration heat flux", rows["fridge"], "W/cm^2")
show("Refrigeration heat flux, kappa doubled", rows["fridge2"], "W/cm^2")
print("Neglected effects, largest heat flux with each one included")
show("Assumed contact resistance", (CONTACT * 1e4,), "ohm cm^2")
show("Assumed sink conductance", (SINK * 1e-4,), "W/(cm^2 K)")
show("Assumed side-face conductance", (SIDE * 1e-4,), "W/(cm^2 K)")
show("With contact resistance", rows["contact"], "W/cm^2")
show("With finite sink, no current", rows["psink"], "W/cm^2")
show("With finite sink, best current", rows["sink"], "W/cm^2")
show("With property drift", rows["drift"], "W/cm^2")
show("With contact, sink and drift together", rows["all"], "W/cm^2")
show("Side loss per cross-section, estimate", rows["side"], "W/cm^2", 2)
print("tests ok")
```

It prints:

```
Two values per line: cobalt-like leg, bismuth-telluride-like leg
Body and surroundings temperature (both legs): 350  300 K
Leg length and width (both legs): 10  5 mm
Seebeck coefficient: -30  200 uV/K
Electrical conductivity: 120000  1000 S/cm
Thermal conductivity kappa: 100  1.5 W/(m K)
Power factor S^2 sigma: 108  40 uW/(cm K^2)
Wiedemann-Franz electronic kappa at mean T: 95.3  0.794 W/(m K)
Best current density: -1260  70 A/cm^2
Best current through one leg: -315  17.5 A
Passive heat flux: 50  0.75 W/cm^2
Active gain in heat flux: 6.615  2.45 W/cm^2
Largest heat flux from body: 56.62  3.2 W/cm^2
Active part of kappa_eff: 13.23  4.9 W/(m K)
kappa_eff: 113.2  6.4 W/(m K)
kappa_eff at dT = 5 K, same body: 232.3  50.5 W/(m K)
Effective kappa of shorted leg: 103.5  2.8 W/(m K)
Electrical power at optimum: 11.34  4.2 W/cm^2
Voltage across leg at optimum: 9  60 mV
Active gain per electrical power: 0.5833  0.5833 (no unit)
Heat flux rejected to surroundings: 67.95  7.4 W/cm^2
Crossover temperature difference: 6.615  163.3 K
Interior hot spot above body: 0  19.7 K
Largest heat flux, kappa doubled: 106.6  3.95 W/cm^2
Refrigeration case: body 300 K, surroundings 320 K
(negative flux: the body cannot be held cold)
Refrigeration heat flux: -15.14  1.5 W/cm^2
Refrigeration heat flux, kappa doubled: -35.14  1.2 W/cm^2
Neglected effects, largest heat flux with each one included
Assumed contact resistance: 1e-06 ohm cm^2
Assumed sink conductance: 5 W/(cm^2 K)
Assumed side-face conductance: 0.001 W/(cm^2 K)
With contact resistance: 55.33  3.195 W/cm^2
With finite sink, no current: 41.67  0.7478 W/cm^2
With finite sink, best current: 45.78  3.178 W/cm^2
With property drift: 56.52  2.896 W/cm^2
With contact, sink and drift together: 45.03  2.872 W/cm^2
Side loss per cross-section, estimate: 0.21  0.42 W/cm^2
tests ok
```
